# Why Patchy Schottky Contacts Show Temperature-Dependent Barriers and Ideality Above One

**Question.** Thermionic emission over one barrier $\phi$ gives $J=A^*T^2e^{-\phi/kT}(e^{V/kT}-1)$, with a fixed barrier and ideality factor $n=1$. A contact whose barrier varies from place to place can instead show an apparent barrier that falls on cooling, an ideality factor above one that rises on cooling, and a capacitance barrier higher than the current barrier. Why, and how large are these effects?

**Answer.**

Two mechanisms act. The current weights every local barrier by a Boltzmann factor, so it seeks out the low ones, more strongly the colder the contact; this makes the apparent barrier depend on temperature but leaves $n=1$. Ideality above one requires an apparent barrier that rises with forward bias, and a small low-barrier patch has such a barrier: the higher barrier around it reaches over it faster than the depletion field lowers the band, and pinches it off behind a saddle inside the semiconductor. Image force, tunnelling, recombination, interfacial layers and series resistance also change $n$ and are left out.

Energies are electron energies in eV measured from the metal Fermi level, so a bias $V$ in volts adds directly to them; lengths are in nm and $\beta=1/kT$. The semiconductor is n-type, nondegenerate and uniformly doped (density $N$), with one parabolic valley of mass $m$, and emission is classical and ballistic.

## Definitions

Electrons in equilibrium with the metal cross a plane at band-edge energy $\phi$ with current density
$$J_0=q\,\frac{2}{h^3}e^{-\beta\phi}\int dp_x\,dp_y\,e^{-\beta(p_x^2+p_y^2)/2m}\int_0^\infty dp_z\,\frac{p_z}{m}e^{-\beta p_z^2/2m}.$$
The transverse integrals give $2\pi mkT$ and the last gives $kT$, so $J_0=A^*T^2e^{-\beta\phi}$ with $A^*=4\pi qmk^2/h^3$. Each trajectory can be run in either direction; those starting in the semiconductor are occupied $e^{\beta V}$ times more, because its Fermi level is raised by $V$. The net current is $J_0(e^{\beta V}-1)$. For any contact the apparent barrier is defined by
$$J=A^*T^2e^{-\beta\phi_{ap}(V)}(e^{\beta V}-1).$$
Dividing by $1-e^{-\beta V}$ leaves $A^*T^2e^{\beta(V-\phi_{ap})}$, and the ideality factor is defined from its slope:
$$\frac1n\equiv kT\frac{d}{dV}\ln\frac{J}{1-e^{-\beta V}}=1-\frac{d\phi_{ap}}{dV}.$$

## A Gaussian spread of barriers

If regions conduct in parallel, each over its own barrier, the currents add and $e^{-\beta\phi_{ap}}=\langle e^{-\beta\phi}\rangle$, averaged over area. The exponential is convex, so $\langle e^{-\beta\phi}\rangle\ge e^{-\beta\bar\phi}$ and $\phi_{ap}\le\bar\phi$ for any distribution. The cumulants are defined by $\ln\langle e^{t\phi}\rangle=\sum_j\kappa_jt^j/j!$; setting $t=-\beta$ and dividing by $-\beta$ gives
$$\phi_{ap}=\kappa_1-\tfrac12\beta\kappa_2+\tfrac16\beta^2\kappa_3-\dots$$
For a Gaussian of mean $\bar\phi$ and width $\sigma$, put $\phi=\bar\phi+\sigma x$ and complete the square, $-x^2/2-\beta\sigma x=-(x+\beta\sigma)^2/2+\beta^2\sigma^2/2$:
$$\langle e^{-\beta\phi}\rangle=e^{-\beta\bar\phi+\beta^2\sigma^2/2}\int\frac{dx}{\sqrt{2\pi}}e^{-(x+\beta\sigma)^2/2},\qquad \phi_{ap}=\bar\phi-\frac{\sigma^2}{2kT},$$
since the remaining integral is one. For other shapes this is the second-order term of the series, and all the higher terms must be small. The first of them requires $\beta|\kappa_3|/3\ll\kappa_2$, which is not sufficient: a symmetric distribution has $\kappa_3=0$ but can still depart from the law through $\kappa_4$.

The current is centred at $x=-\beta\sigma$, that is at $\phi^*=\bar\phi-\sigma^2/kT$, twice as far below the mean as $\phi_{ap}$. Half of the Boltzmann gain, $\beta^2\sigma^2/2$ out of $\beta^2\sigma^2$, is paid back because barriers that low are rarer by $e^{-\beta^2\sigma^2/2}$. A Richardson plot separates the two parts. With $\bar\phi$ and $\sigma$ independent of temperature, $\ln(J_0/T^2)=\ln A^*-\beta\bar\phi+\beta^2\sigma^2/2$; the local slope is $E=-d\ln(J_0/T^2)/d\beta=\bar\phi-\beta\sigma^2=\phi^*$, and the tangent meets $\beta=0$ at $\ln A_{fit}=\ln(J_0/T^2)+\beta E=\ln A^*-\beta^2\sigma^2/2$.

Take the round values $\bar\phi=0.80$ eV, $\sigma=0.06$ eV and the free-electron mass, $A^*=120$ A cm$^{-2}$K$^{-2}$. At 300 K, $kT=0.02585$ eV, the lowering is $0.0036/0.0517=0.070$ eV, so $\phi_{ap}=0.730$ eV, $E=0.661$ eV and $A_{fit}=8.1$ A cm$^{-2}$K$^{-2}$. At 200 K the same quantities are 0.696 eV, 0.591 eV and 0.28 A cm$^{-2}$K$^{-2}$.

The law needs barriers to exist at $\phi^*$. If there are none below $\bar\phi-M\sigma$, the integral runs over $x>-M$, the shifted variable $x+\beta\sigma$ starts at $\beta\sigma-M$, and the normalisation is $\Phi(M)$, with $\Phi$ the normal distribution function:
$$\phi_{ap}=\bar\phi-\frac{\sigma^2}{2kT}-kT\ln\frac{\Phi(M-\beta\sigma)}{\Phi(M)}.$$
For $u=\beta\sigma-M\gg1$, $\Phi(-u)\simeq e^{-u^2/2}/(u\sqrt{2\pi})$. The term $kTu^2/2=\beta\sigma^2/2-M\sigma+kTM^2/2$ cancels the Gaussian lowering, and $\phi_{ap}\to\bar\phi-M\sigma$ as $T\to0$. The peak reaches the cut-off at $T=\sigma/(Mk)$, 232 K for $M=3$. The output shows that the failure sets in gradually: at 300 K the truncated value is 0.738 eV, which is 7 meV higher, a tenth of the lowering; at 100 K it is 0.679 eV against 0.591 eV.

## A fixed spread gives $n=1$

If the distribution does not depend on $V$, neither does $\langle e^{-\beta\phi}\rangle$, and $n=1$ at every temperature. The Werner–Güttler description therefore lets the moments move, $\bar\phi=\bar\phi_0+\rho_2V$ and $\sigma^2=\sigma_0^2+\rho_3V$. Differentiating $\phi_{ap}$,
$$\frac1n=1-\rho_2+\frac{\rho_3}{2kT}.$$
An $n$ that grows on cooling needs $\rho_3<0$: forward bias must narrow the distribution. With the chosen $\rho_2=0.02$ and $\rho_3=-0.004$ V, $1/n=0.98-0.004/0.0517=0.9026$ and $n=1.108$ at 300 K; at 200 K, $n=1.157$. Here $\rho_3$ is a parameter. Electrostatics supplies it.

## The depletion field

Let $U(\mathbf r)$ be the band edge, with $z$ pointing into the semiconductor. In the bulk $U_b=\xi+V$, where $\xi=kT\ln(N_c/N)$ and $N_c=2(2\pi mkT/h^2)^{3/2}$. With a flat quasi-Fermi level the electron density is $Ne^{-\beta(U-U_b)}$. The electrostatic potential is $-U$ up to a constant and the charge density is $qN(1-e^{-\beta(U-U_b)})$, so Poisson's equation reads
$$\nabla^2U=\frac{1-e^{-\beta(U-U_b)}}{\eta},\qquad\eta=\frac{\varepsilon}{qN}.$$
In one dimension, multiplying by $U'$ and integrating from the bulk, where $U'=0$, gives $U'^2/2=[U-U_b+kT(e^{-\beta(U-U_b)}-1)]/\eta$. At the metal $U=\phi_0$ and the exponential is negligible, so the slope is $-F$ with
$$F=\sqrt{2\psi/\eta},\qquad\psi=\phi_0-\xi-V-kT.$$
Near the metal $U''=1/\eta$, hence $U_0(z)=\phi_0-Fz+z^2/2\eta$. Define $W=\eta F$; then $FW=2\psi$, $W^2=2\eta\psi$ and, from $2F\,dF=-2\,dV/\eta$, $dF/dV=-1/W$.

## Pinch-off of a disc

Let a disc of radius $R\ll W$ have barrier $\phi_0-\Delta$. Where carriers are negligible the equation is linear, so $U=U_0+\delta U$ with $\nabla^2\delta U=0$, $\delta U=-\Delta$ on the disc and zero elsewhere on $z=0$. The kernel $z/[2\pi(\rho^2+z^2)^{3/2}]$ is harmonic, vanishes on $z=0$ away from its source point, and integrates to one over the plane, so it is the response to a unit boundary value at a point. On the axis,
$$\delta U(0,z)=-\Delta\int_0^R\frac{z\rho\,d\rho}{(\rho^2+z^2)^{3/2}}=-\Delta\left[1-\frac{z}{\sqrt{z^2+R^2}}\right].$$
For $z\gg R$ this is $-\Delta R^2/2z^2$, the axial potential of a point dipole, $-\Delta R^2z/2r^3$. The half-space form ignores the response of the depletion edge, where $\delta U$ has fallen to about $\Delta R^2/2W^2$.

The axial slope is $-F+z/\eta+\Delta R^2/(z^2+R^2)^{3/2}$. At $z=0$ it equals $-F+\Delta/R$. If $\kappa\equiv FR/\Delta>1$, the band falls away from the interface and the barrier is $\phi_0-\Delta$, except just above $\kappa=1$, where the term $z/\eta$ can still leave a slightly higher maximum farther in. If $\kappa<1$, the band first rises, because the surrounding high barrier reaches over the patch within a distance of order $R$ while the depletion field has lowered $U$ by less than $\Delta$. The maximum along $z$ is a minimum along $\rho$, as shown below, so it is a saddle.

Drop $z/\eta$ for the moment. The slope vanishes at $z_s^2+R^2=z_d^2$, with $z_d=(\Delta R^2/F)^{1/3}$. Since $(R/z_d)^3=FR/\Delta$, one has $R/z_d=\kappa^{1/3}$. With $w=\kappa^{2/3}$, $z_s=z_d\sqrt{1-w}$ and $Fz_d=\Delta R^2/z_d^2=\Delta w$. The lowering of the saddle below $\phi_0$ is
$$Fz_s+\Delta(1-z_s/z_d)=\Delta\left[1-(1-w)\sqrt{1-w}\right]=\Delta\left[1-(1-\kappa^{2/3})^{3/2}\right].$$
It equals $\Delta$ at threshold and is smaller below it. Expanding, $1-(1-w)^{3/2}=\tfrac32w(1-w/4-\dots)$. The leading term is Tung's point-dipole result. Writing $\Gamma=z_d/W$ gives $\tfrac32Fz_d=3\Gamma\psi$, and with $F^{2/3}=2^{1/3}a$,
$$\phi_0-\phi_s\simeq\tfrac32(\Delta R^2)^{1/3}F^{2/3}=\gamma a,\qquad\gamma=3\left(\frac{\Delta R^2}{4}\right)^{1/3},\quad a=\left(\frac\psi\eta\right)^{1/3}.$$
The patch enters through $\gamma$ and the bias through $a$. The dropped term raises the saddle, to first order, by $z_d^2/2\eta=\Gamma^2\psi$, a fraction $\Gamma/3$ of $3\Gamma\psi$. The dipole law thus overestimates the lowering by the fraction $\kappa^{2/3}/4+\Gamma/3$ of itself, to first order, and needs $R\ll z_d\ll W$.

## Why the saddle gives $n>1$

The saddle height is $\phi_s=U(0,z_s(V);V)$. Because $\partial U/\partial z=0$ there, the motion of $z_s$ contributes nothing, and in $U_0+\delta U$ the bias enters through $F$ alone:
$$\frac{d\phi_s}{dV}=-z_s\frac{dF}{dV}=\frac{z_s}{W}.$$
The metal pins the band at $z=0$, the bulk rises by $V$, and a depleted point at depth $z$ rises by the fraction $z/W$. An unpinched patch has $z_s=0$ and a fixed barrier; a pinched one loses the fraction $z_s/W$, or $\Gamma$ in the dipole limit, of each added volt.

The current also needs the width of the channel. On the axis the radial part of the Laplacian, $\rho^{-1}\partial_\rho(\rho\,\partial_\rho)$, acting on $U_{\rho\rho}\rho^2/2$ gives $2U_{\rho\rho}$, so $U_{\rho\rho}=-\delta U_{zz}/2$. Differentiating the axial form twice gives $\delta U_{zz}=-3\Delta R^2z/(z^2+R^2)^{5/2}$, so
$$U_{\rho\rho}=\frac{3\Delta R^2z_s}{2(z_s^2+R^2)^{5/2}}>0.$$
At a quadratic saddle the motions in $z$ and $\rho$ separate and no trajectory recrosses the plane $z=z_s$, so the plane formula can be integrated over it:
$$I=A^*T^2A_{eff}e^{-\beta\phi_s}(e^{\beta V}-1),\qquad A_{eff}=\int_0^\infty2\pi\rho\,e^{-\beta U_{\rho\rho}\rho^2/2}d\rho=\frac{2\pi kT}{U_{\rho\rho}}.$$
In the dipole limit $U_{\rho\rho}=3\Delta R^2/2z_d^4=3F/2z_d$. Using $z_d=2\gamma a/3F$ and $F^2=2a^3$,
$$A_{eff}=\frac{4\pi kTz_d}{3F}=\frac{4\pi\gamma kT}{9a^2}.$$
In lengths $z_d$ and energies $Fz_d$ the potential is $-z-z/2r^3$, free of parameters, so the harmonic area is the leading term for $\beta Fz_d\gg1$. Since $da/dV=-a/3\psi$, the barrier contributes $-\gamma a/3\psi=-\Gamma$ to $1/n$, and $A_{eff}\propto a^{-2}$ contributes $kT\cdot2/3\psi$:
$$\frac1n=1-\Gamma+\frac{2kT}{3\psi}.$$
As $\Gamma=Fz_d/2\psi$, the ratio of the area term to the barrier term is $4/(3\beta Fz_d)$, small where the harmonic area is valid.

## One patch in numbers

Take $\varepsilon_r=12$, $N=10^{16}$ cm$^{-3}$, $\phi_0=0.80$ eV, $V=0.20$ V, $T=300$ K, $\Delta=0.30$ eV and $R=10$ nm. Then $\eta=66316$ nm$^2$/V, $\xi=0.2024$ eV, $\psi=0.80-0.2024-0.20-0.02585=0.3718$ eV, $F=3.35$ mV/nm and $W=222$ nm. The pinch parameter is $\kappa=0.0335/0.30=0.112$; a patch of this depth stays pinched up to $R=\Delta/F\approx90$ nm. The dipole values are $z_d=(30/0.00335)^{1/3}=20.8$ nm, $\Gamma=0.0935$ and $\gamma a=5.872\times0.01776=0.104$ eV.

The reference is a finite-volume solution of the nonlinear Poisson equation in $(\rho,z)$, which includes the depletion edge but not the image force, tunnelling or discrete dopants. It puts the saddle at 18.9 nm with lowering 0.0954 eV, the same as the disc in the parabola (tested to 1.5 meV); the neglected edge potential is $30/(2\times222^2)\approx0.3$ meV. The dipole value is too large by $(0.1043-0.0954)/0.1043=8.5\%$ of itself, against the first-order estimate $0.232/4+0.0935/3=8.9\%$. A patch that is 0.50 eV high at the interface conducts over 0.705 eV. In this solution, which takes the quasi-Fermi level as flat, the free-carrier term is only $e^{-3.8}\approx0.02$ at the patch surface, where $U-U_b=0.50-0.402$ eV. Electrons behind the saddle in fact come mainly from the metal and are fewer still, so the linear treatment holds. The computed slope $d\phi_s/dV=0.0854$ matches $z_s/W=0.0852$ (tested to 3%).

The harmonic area is 857 nm$^2$ from the Poisson solution and 672 nm$^2$ from the dipole law, against a geometric 314 nm$^2$; it is set by $kT$ and the curvature of the saddle. The dipole law gives $1/n=1-0.0935+0.0464$, $n=1.05$, and the Poisson saddle with its harmonic area gives $n=1.04$. The area term cancels about half of the barrier term.

That cancellation is a warning, since $\beta Fz_d$ is 2.69 here. Classical trajectories in the dipole potential give the true ballistic current in excess of the uniform background. Its ratio $g$ to the harmonic result is $0.97\pm0.01$ at $\beta Fz_d=30$ (tested to be within 10% of one) but $0.57\pm0.02$ at 2.69. In the plane of the saddle the scaled potential, $-1-\tfrac12(1+\rho^2)^{-3/2}$, rises more slowly than its harmonic form, so more electrons cross that plane than the harmonic area counts, while the background that is subtracted is, at any $\rho$, at most $e^{-2.69}\approx0.07$ of the flux crossing there. The deficit therefore means that many electrons crossing off the axis are turned back before they reach the metal. In energy the shortfall is $0.02585\times\ln(1/0.57)\approx0.015$ eV, about 14% of the dipole lowering of 0.104 eV. Because $Fz_d\propto a$, the factor $g$ adds $-(kT/3\psi)\,d\ln g/d\ln(\beta Fz_d)$ to $1/n$. The mean slope between the two points is $\ln(0.97/0.57)/\ln(30/2.69)=0.22$, which with $kT/3\psi=0.023$ would shift $1/n$ by $-0.005$. This is probably too small, because $g$ flattens as it approaches one: if $1-g$ fell as $1/\beta Fz_d$, which the two points allow, the local slope would be $(1-g)/g\approx0.75$ and the shift about $-0.017$. The local slope was not computed, so the second decimal of $n$ is uncertain.

## Many patches: a Gaussian that narrows under bias

Since the lowering is linear in $\gamma$, a Gaussian in $\gamma$ is a Gaussian in barrier. As a model, take dilute independent patches with density $c$ per area and $\gamma>0$ distributed as $\sqrt{2/\pi}\,s^{-1}e^{-\gamma^2/2s^2}$. Relative to the background current over $\phi_0$, and neglecting the patch footprints, $J/J_{bg}=1+G$ with
$$G=c\sqrt{\frac2\pi}\frac1s\,\frac{4\pi kT}{9a^2}\int_0^\infty\gamma\,e^{-\gamma^2/2s^2+\beta a\gamma}d\gamma.$$
Let $y=\beta as$ and $\gamma=s(t+y)$. The exponent becomes $-t^2/2+y^2/2$ and $t$ runs from $-y$, so the integral is
$$s^2e^{y^2/2}\int_{-y}^\infty(t+y)e^{-t^2/2}dt=s^2\left[1+y\sqrt{2\pi}\,e^{y^2/2}\Phi(y)\right].$$
Writing $\Phi(y)=1-\Phi(-y)$, the bracket is $y\sqrt{2\pi}e^{y^2/2}$ plus a remainder $1-y\sqrt{2\pi}e^{y^2/2}\Phi(-y)$, which lies between 0 and 1. Dropping it,
$$G\simeq\frac{8\pi cs^2}{9a}\,e^{\beta^2\sigma^2/2},\qquad\sigma=sa,\qquad\phi_{ap}=\phi_0-kT\ln(1+G).$$
For $G\gg1$, $\phi_{ap}=\phi_0-\sigma^2/2kT-kT\ln(8\pi cs^2/9a)$: the Gaussian law returns, with a positive offset when the prefactor, a measure of the area the channels occupy, is below one. For $G\ll1$ the background conducts and $\phi_{ap}\to\phi_0$.

Now $\sigma^2=s^2(\psi/\eta)^{2/3}$, so
$$\rho_3=\frac{d\sigma^2}{dV}=-\frac{2\sigma^2}{3\psi}<0.$$
Every saddle rises in proportion to its depth, which squeezes the distribution towards $\phi_0$. From $d\ln G/dV=\beta^2\rho_3/2-d\ln a/dV=-\beta^2\sigma^2/3\psi+1/3\psi$ and $d\ln(1+G)=f\,d\ln G$, with $f=G/(1+G)$ the patch share of the current,
$$\frac1n=1-f\left[\frac{T_0}{T}-\frac{kT}{3\psi}\right],\qquad T_0=\frac{\sigma^2}{3k\psi}.$$
The first term is the $\Gamma$ of the dominant patch: the integrand is centred near $\gamma^*=sy$, and $\Gamma^*=\gamma^*a/3\psi=\beta\sigma^2/3\psi=T_0/T$. Cooling selects deeper saddles, which lie farther from the metal and follow the bias more. For $f\to1$ and $T_0/T$ small but dominant, $n\simeq1+T_0/T$, and $T_0/T=(2/3\psi)(\sigma^2/2kT)$ ties the ideality to the Gaussian lowering. $T_0$ drifts with temperature through $\psi$.

Take $c=10^9$ cm$^{-2}=10^{-5}$ nm$^{-2}$ and $s=3.5$ V$^{1/3}$nm$^{2/3}$. The mean spacing is 316 nm. At that distance the half-space form gives a shift of a saddle by $15\times19/316^3\approx10^{-5}$ eV for one neighbour like the patch above, and about $10^{-4}$ eV for a whole square array of them; these are upper bounds, because the spacing exceeds $W$ and the depletion edge screens the neighbours; patches that happen to lie much closer together are not independent, and this is neglected. At 300 K, $\sigma=3.5\times0.01776=0.0622$ eV, the prefactor is $8\pi\times10^{-5}\times12.25/(9\times0.01776)=0.0193$, and $e^{0.0748/0.02585}=18.1$, so $G=0.348$, $f=0.258$, $\phi_{ap}=0.792$ eV and $n=1.03$. At 200 K, $G=31.9$ and $f=0.970$, so $\phi_{ap}=0.80-0.01723\ln32.9=0.740$ eV and
$$\frac1n=1-0.970\left[\frac{37.5}{200}-\frac{0.01723}{1.375}\right]=0.830,\qquad n=1.20.$$
The lowering of 0.060 eV is less than half of $\sigma^2/2kT=0.129$ eV, because of the small prefactor. From 350 K to 200 K, $\phi_{ap}$ falls from 0.796 to 0.740 eV and $n$ rises from 1.01 to 1.20, while $T_0$ stays between 37 and 42 K and $\rho_3$ near $-0.007$ V. Part of the rise of $n$ comes from $f$, which grows from 0.12 to 0.97: with $f=1$ throughout, the same formula would give a rise from 1.10 to 1.21. A single Gaussian therefore does not describe this range. The closed forms for $G$ and $1/n$ are tested against quadrature over $\gamma$; the values are in the numerical output below.

These numbers carry the errors of the dipole model. At 200 K the dominant patch has $\gamma^*=13.5$ V$^{1/3}$nm$^{2/3}$ and $\Gamma^*=0.188$. Realised with $\Delta=0.5$ eV it has $R=27$ nm and $\kappa=0.20$, and the disc in the parabola gives a lowering of 0.223 eV, not 0.258 eV: 14% less than the dipole value and higher in energy by 0.035 eV, two $kT$. The 200 K barrier is therefore good to a few hundredths of an eV, which is not small against its lowering of 0.060 eV; the finite disc also has $z_s/W<\Gamma$, and a smaller $G$ lowers $f$. Replacing every dipole by a disc with $\Delta=0.5$ eV in the parabola, with its harmonic area, gives $\phi_{ap}\approx0.766$ eV and $n\approx1.11$ at 200 K, so here the dipole law nearly doubles both the lowering and $n-1$, and $n=1.20$ is only indicative. The harmonic area is safer, with $\beta Fz_d=\tfrac23(0.258/0.01723)\approx10$; at 300 K the dominant patch has $\tfrac23y^2\approx3.9$, near the case where $g$ was 0.57. No patch can be lowered by more than $\Delta$, and a finite diode has a deepest patch, so the tail ends, and on further cooling $\phi_{ap}$ tends to the lowest saddle instead of following the Gaussian law.

## Why capacitance sees the mean

Where free carriers exist, near the depletion edge, $\delta U\ll kT$, so Poisson's equation can be linearised about $U_0(z)$ with coefficients that depend on $z$ alone. Averaging over a cell of area $S$ with no flux through its sides removes the lateral derivatives, and the mean of $\delta U$ obeys the one-dimensional linearised equation with boundary value $-\Delta\pi R^2/S$, the shift of the area-mean barrier. Integrating the one-dimensional equation over $z$ gives the depleted width $\int(1-e^{-\beta(U-U_b)})dz=\eta[U'(\infty)-U'(0)]=W$, and $dW/d\phi_0=\eta\,dF/d\phi_0=1/F$. The depleted volume changes by $-\Delta\pi R^2/F=-0.30\times314.16/0.0033485=-2.815\times10^4$ nm$^3$; the nonlinear solution gives $-2.811\times10^4$ nm$^3$ (tested to 2%). The argument holds at any bias that keeps the patch region depleted, so the capacitance, the bias derivative of this charge, is that of a uniform contact with the mean barrier. The patch with $\Delta=0.5$ eV considered above at 200 K needs more care, since its interface barrier of 0.30 eV lies below $U_b=0.32$ eV. A flat quasi-Fermi level would put about $4N$ electrons there. But behind the saddle, electrons with less than the saddle energy can come only from the metal, whose Fermi level is lower by $V$; this reduces their density by $e^{-\beta V}\approx10^{-5}$, and few electrons from the semiconductor have the energy to cross. This patch therefore also stays depleted at $V=0.20$ V. For the ensemble above, each patch carries $\Delta\pi R^2=4\pi(\gamma/3)^3$ and $\langle\gamma^3\rangle=2\sqrt{2/\pi}\,s^3=68.4$, so the mean barrier shifts by $10^{-5}\times(4\pi/27)\times68.4\approx0.0003$ eV, far less than the shifts of $\phi_{ap}$, which run from 0.004 eV at 350 K to 0.060 eV at 200 K.

## Computed values

```
inputs: m=m_e, eps_r=12.0, N=1e+16 cm^-3, phi0=0.8 eV, V=0.2 V
A* = 120.17 A cm^-2 K^-2, eta = 66316 nm^2/V, Nc(300 K) = 2.509e+19 cm^-3
(a) sigma=0.06 eV, rho2=0.02, rho3=-0.004 V, cut-off m=3.0
T=100 K: kT=0.00862 eV, phi_ap=0.5911 eV, slope=0.3822 eV, A_fit=3.57e-09 A cm^-2 K^-2
   n=1.3371, phi_ap with cut-off=0.6790 eV
T=200 K: kT=0.01723 eV, phi_ap=0.6956 eV, slope=0.5911 eV, A_fit=0.281 A cm^-2 K^-2
   n=1.1575, phi_ap with cut-off=0.7154 eV
T=300 K: kT=0.02585 eV, phi_ap=0.7304 eV, slope=0.6607 eV, A_fit=8.13 A cm^-2 K^-2
   n=1.1079, phi_ap with cut-off=0.7377 eV
cut-off temperature sigma/(m k) = 232 K
(b) Delta=0.3 eV, R=10.0 nm, T=300 K: xi=0.2024 eV, psi=0.3718 eV, W=222.1 nm
F=3.3485 mV/nm (Poisson 3.3487), Debye length=41.4 nm
kappa=0.1116, largest pinched radius Delta/F=89.6 nm, Gamma=0.0935
gamma=5.872 V^(1/3) nm^(2/3), a=0.01776 V^(2/3) nm^(-2/3)
saddle z: dipole 20.77, disc+parabola 18.91, Poisson 18.92 nm
lowering: dipole 0.1043, disc linear field 0.0980 eV
lowering: disc+parabola 0.0954, Poisson 0.0954 eV; saddle barrier 0.7046 eV
area: dipole 672, disc 856, Poisson 857, geometric 314 nm^2
dphi_s/dV: Poisson 0.0854, z_s/W 0.0852; area term 2kT/(3psi)=0.0464
patch n: dipole 1.0495, disc 1.0374, Poisson 1.0375
depleted-volume change: Poisson -28114, mean-barrier rule -28146 nm^3
ballistic/harmonic area: 0.97+-0.01 at F zd/kT=30; 0.57+-0.02 at 2.69
(c) c=1e+09 cm^-2 (spacing 316 nm), s=3.5 V^(1/3) nm^(2/3)
T=200 K: psi=0.4583 eV, sigma=0.0667 eV, rho3=-0.00647 V, T0=37.5 K, G=31.888
   f=0.970, sigma^2/2kT=0.1289 eV, phi_ap=0.7398 eV, n=1.2044
T=250 K: psi=0.4157 eV, sigma=0.0645 eV, rho3=-0.00668 V, T0=38.8 K, G=1.648
   f=0.622, sigma^2/2kT=0.0967 eV, phi_ap=0.7790 eV, n=1.0937
T=300 K: psi=0.3718 eV, sigma=0.0622 eV, rho3=-0.00693 V, T0=40.2 K, G=0.348
   f=0.258, sigma^2/2kT=0.0748 eV, phi_ap=0.7923 eV, n=1.0294
T=350 K: psi=0.3268 eV, sigma=0.0596 eV, rho3=-0.00724 V, T0=42.0 K, G=0.142
   f=0.124, sigma^2/2kT=0.0588 eV, phi_ap=0.7960 eV, n=1.0111
200 K dominant patch: gamma*=13.54 V^(1/3) nm^(2/3), Gamma*=0.188, Delta=0.5 eV, R=27.1 nm
   kappa=0.202, lowering dipole 0.2579 eV, disc+parabola 0.2227 eV
```
